# Chromatic Blur of a Low-Voltage Electron Probe: a numerical check

```python
"""Chromatic blur of a focused electron probe.

Result under test: d = Cc * alpha * dE / E, where
  d      diameter of the disc in the focal plane of the mean energy
  Cc     chromatic aberration coefficient, alpha  semi-angle of the probe
  dE     full energy width (extremes E - dE/2 and E + dE/2), E  beam energy
The formula is compared with electron rays traced through a magnetic lens
whose axial field is B0 * exp(-z^2 / (2 a^2)). Lens lengths are in units of a.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import erf, j0, jn_zeros

coefficient = 1e-3       # m
semi_angle = 10e-3       # rad
energy_width = 0.5       # eV
beam_energy = 500.0      # eV
strength = 1.0           # e^2 B0^2 a^2 / (8 m E), dimensionless
z_start = -8.0

half_change = energy_width / (2 * beam_energy)
blur = coefficient * semi_angle * energy_width / beam_energy


def paraxial_rhs(z, state, energy_ratio):
    """Height, slope and running integral of K r^2."""
    height, slope, _ = state
    focusing = strength / energy_ratio * np.exp(-z * z)
    return [slope, -focusing * height, focusing * height**2]


def axis_crossing(z, state, energy_ratio):
    return state[0]


axis_crossing.terminal = True
axis_crossing.direction = -1


def find_focus(energy_ratio):
    ray = solve_ivp(paraxial_rhs, (z_start, 8.0), [1.0, 0.0, 0.0],
                    method="DOP853", args=(energy_ratio,), max_step=0.05,
                    events=axis_crossing, rtol=1e-12, atol=1e-14)
    assert len(ray.t_events[0]) == 1
    return ray.t_events[0][0], ray.y_events[0][0]


# Lens coefficient from the integral, then the length scale that gives Cc.
focus, focus_state = find_focus(1.0)
unit_slope = abs(focus_state[1])
cc_over_a = focus_state[2] / unit_slope**2
length_a = coefficient / cc_over_a

# Focus shift found from actual axis crossings at the extreme energies.
focus_fast = find_focus(1 + half_change)[0]
focus_slow = find_focus(1 - half_change)[0]
traced_shift = (focus_fast - focus_slow) * length_a
formula_shift = coefficient * energy_width / beam_energy
assert abs(traced_shift / formula_shift - 1) < 1e-4


def paraxial_height(energy_ratio):
    """Height in metres at the nominal focus for the chosen semi-angle."""
    ray = solve_ivp(paraxial_rhs, (z_start, focus), [1.0, 0.0, 0.0],
                    method="DOP853", args=(energy_ratio,), max_step=0.05,
                    rtol=1e-12, atol=1e-14)
    return ray.y[0, -1] * semi_angle / unit_slope * length_a


height_fast = paraxial_height(1 + half_change)
height_slow = paraxial_height(1 - half_change)
assert height_fast > 0 > height_slow
traced_blur = height_fast - height_slow
assert abs(traced_blur / blur - 1) < 1e-4
second_order = abs(height_fast + height_slow)

# Full Lorentz-force rays, with the off-axis field to third order in radius.
energy_joule = beam_energy * const.e
speed = np.sqrt(2 * energy_joule / const.m_e)
peak_field = np.sqrt(8 * const.m_e * energy_joule * strength) / (
    const.e * length_a)
turning = const.e * peak_field * length_a / (const.m_e * speed)


def lorentz_rhs(z, state):
    x, y, vx, vy, vz = state
    axial = np.exp(-z * z / 2)
    radius2 = x * x + y * y
    first, second = -z * axial, (z * z - 1) * axial
    third = (3 * z - z**3) * axial
    bz = axial - radius2 * second / 4
    radial_factor = -first / 2 + radius2 * third / 16
    bx, by = x * radial_factor, y * radial_factor
    ax = -turning * (vy * bz - vz * by)
    ay = -turning * (vz * bx - vx * bz)
    az = -turning * (vx * by - vy * bx)
    return [vx / vz, vy / vz, ax / vz, ay / vz, az / vz]


def lorentz_radius(energy_ratio, angle):
    """Distance from the axis, in metres, at the nominal paraxial focus."""
    start = [angle / unit_slope, 0.0, 0.0, 0.0, np.sqrt(energy_ratio)]
    ray = solve_ivp(lorentz_rhs, (z_start, focus), start, method="DOP853",
                    max_step=0.1, rtol=1e-12, atol=1e-16)
    return np.hypot(ray.y[0, -1], ray.y[1, -1]) * length_a


small_angle = 1e-4
small_blur = (lorentz_radius(1 + half_change, small_angle)
              + lorentz_radius(1 - half_change, small_angle))
small_formula = coefficient * small_angle * energy_width / beam_energy
assert abs(small_blur / small_formula - 1) < 1e-3

# Spherical aberration of the same lens: cubic in angle, adds for slow rays.
spherical_radius = lorentz_radius(1.0, semi_angle)
cubic_ratio = spherical_radius / lorentz_radius(1.0, semi_angle / 2)
assert abs(cubic_ratio / 8 - 1) < 0.02
slow_edge = lorentz_radius(1 - half_change, semi_angle)
assert abs(slow_edge / (blur / 2 + spherical_radius) - 1) < 0.01

# Current inside a radius: Gaussian energies, evenly filled aperture.
sigma = energy_width / (2 * np.sqrt(2 * np.log(2)))
radius_per_ev = coefficient * semi_angle / beam_energy


def current_fraction(radius):
    scaled = radius / (radius_per_ev * sigma)
    return quad(lambda area: erf(scaled / np.sqrt(2 * area)), 0, 1)[0]


inside_disc = current_fraction(blur / 2)
half_current = 2 * brentq(lambda r: current_fraction(r) - 0.5,
                          0.01 * blur, blur, xtol=1e-16)
rng = np.random.default_rng(7)
samples = 1_000_000
sampled_radius = (radius_per_ev * np.abs(rng.normal(0, sigma, samples))
                  * np.sqrt(rng.random(samples)))
# Sampling error of a fraction is at most 0.0005 here; allow five times that.
assert abs(np.mean(sampled_radius < blur / 2) - inside_disc) < 0.0025
assert abs(np.mean(sampled_radius < half_current / 2) - 0.5) < 0.0025

# Diffraction: first zero of the wave sum over a round aperture.
rest_energy = const.m_e * const.c**2 / const.e
momentum = np.sqrt(2 * const.m_e * energy_joule
                   * (1 + beam_energy / (2 * rest_energy)))
wavelength = const.h / momentum
dark_phase = brentq(
    lambda v: quad(lambda s: j0(v * s) * s, 0, 1)[0], 3.0, 5.0)
assert abs(dark_phase - jn_zeros(1, 1)[0]) < 1e-8
airy_factor = dark_phase / np.pi
diffraction = airy_factor * wavelength / semi_angle


# Relativity: the lens responds to momentum squared instead of energy.
def momentum_squared(energy):
    return energy * (1 + energy / (2 * rest_energy))


relative_width = (momentum_squared(beam_energy + energy_width / 2)
                  - momentum_squared(beam_energy - energy_width / 2)
                  ) / momentum_squared(beam_energy)
relativity = relative_width / (energy_width / beam_energy) - 1
assert 0 < relativity < 0.01

nm = 1e9
print(f"Chromatic coefficient: {coefficient * 1e3:.1f} mm")
print(f"Semi-angle: {semi_angle * 1e3:.1f} mrad")
print(f"Full energy width: {energy_width:.2f} eV")
print(f"Beam energy: {beam_energy:.0f} eV")
print(f"Relative full width dE/E: {energy_width / beam_energy:.4f}")
print(f"Relative change to each side: {half_change:.4f}")
print(f"Focus shift to each side: {formula_shift / 2 * 1e6:.3f} um")
print(f"Chromatic disc radius: {blur / 2 * nm:.3f} nm")
print(f"Chromatic disc diameter, formula: {blur * nm:.3f} nm")
print(f"Diameter if 0.5 eV is one-sided: {2 * blur * nm:.3f} nm")
print(f"Model lens strength: {strength:.2f} (dimensionless)")
print(f"Model lens length a: {length_a * 1e3:.3f} mm")
print(f"Model lens peak field: {peak_field * 1e3:.1f} mT")
print(f"Focus position from lens centre: {focus * length_a * 1e3:.3f} mm")
print(f"Traced focus separation, fast-slow: {traced_shift * 1e6:.5f} um")
print(f"Traced paraxial disc diameter: {traced_blur * nm:.5f} nm")
print(f"Small test angle: {small_angle * 1e3:.2f} mrad")
print(f"Lorentz-force diameter, small angle: {small_blur * nm:.5f} nm")
print(f"Formula diameter, small angle: {small_formula * nm:.5f} nm")
print(f"Fast-slow radius mismatch: {second_order * nm:.5f} nm")
print(f"Gaussian standard deviation: {sigma:.4f} eV")
print(f"Current inside chromatic disc: {inside_disc * 100:.1f} %")
print(f"Diameter holding half the current: {half_current * nm:.2f} nm")
print(f"Electron wavelength: {wavelength * nm:.5f} nm")
print(f"Airy diameter factor: {airy_factor:.4f} (dimensionless)")
print(f"Diffraction dark-ring diameter: {diffraction * nm:.2f} nm")
print(f"Spherical coefficient, model lens: "
      f"{spherical_radius / semi_angle**3 * 1e3:.3f} mm")
print(f"Spherical disc diameter, same plane: "
      f"{2 * spherical_radius * nm:.2f} nm")
print(f"Spherical radius ratio, full/half angle: {cubic_ratio:.3f}")
print(f"Chromatic+spherical disc diameter: {2 * slow_edge * nm:.2f} nm")
print(f"Relativistic change of blur: {relativity * 100:.4f} %")
print("finished without a failed check")
```

Running it gives:

```
Chromatic coefficient: 1.0 mm
Semi-angle: 10.0 mrad
Full energy width: 0.50 eV
Beam energy: 500 eV
Relative full width dE/E: 0.0010
Relative change to each side: 0.0005
Focus shift to each side: 0.500 um
Chromatic disc radius: 5.000 nm
Chromatic disc diameter, formula: 10.000 nm
Diameter if 0.5 eV is one-sided: 20.000 nm
Model lens strength: 1.00 (dimensionless)
Model lens length a: 1.202 mm
Model lens peak field: 125.4 mT
Focus position from lens centre: 0.794 mm
Traced focus separation, fast-slow: 1.00000 um
Traced paraxial disc diameter: 10.00000 nm
Small test angle: 0.10 mrad
Lorentz-force diameter, small angle: 0.10000 nm
Formula diameter, small angle: 0.10000 nm
Fast-slow radius mismatch: 0.00344 nm
Gaussian standard deviation: 0.2123 eV
Current inside chromatic disc: 89.9 %
Diameter holding half the current: 3.44 nm
Electron wavelength: 0.05483 nm
Airy diameter factor: 1.2197 (dimensionless)
Diffraction dark-ring diameter: 6.69 nm
Spherical coefficient, model lens: 0.943 mm
Spherical disc diameter, same plane: 1.89 nm
Spherical radius ratio, full/half angle: 8.001
Chromatic+spherical disc diameter: 11.89 nm
Relativistic change of blur: 0.0489 %
finished without a failed check
```
